# Coherent image log-slope of equal lines and spaces: eight per order pair

A projection lens images a grating of opaque lines and clear spaces onto a resist film. With the aperture partly closed, only the first diffraction orders join the undiffracted beam. Opening it admits the third orders, whose amplitude is three times smaller. How much steeper does the image become at the place where the line edge should print?

## The grating and what is measured

All lengths are at wafer scale, so the reduction of the lens is already divided out. The pitch is \(p\), and line and space both have width \(w=p/2\). Put \(x=0\) at the centre of a clear space; its right-hand edge is then at \(x_e=p/4\). Write \(k=2\pi/p\).

The starting model is as follows. The mask is thin, with amplitude transmission 1 in the spaces and 0 in the lines. One plane wave falls on it along the axis. The lens is in focus and free of aberrations, and it passes each order either completely or not at all. The field is treated as a scalar. Intensity \(I=|E|^2\) is relative to an open mask.

Edge steepness is measured by the normalized image log-slope,

\[
\mathrm{NILS}=w\left|\frac{d\ln I}{dx}\right|_{x_e}.
\]

The normalizing length is the line width. For equal lines and spaces, using the pitch instead would double the value.

The mask is periodic, so its transmission is a sum of waves \(c_n e^{inkx}\), with

\[
c_n=\frac1p\int_{-p/4}^{p/4}e^{-inkx}\,dx
=\frac{2\sin(nkp/4)}{nkp}
=\frac{\sin(n\pi/2)}{n\pi},\qquad c_0=\frac12 .
\]

The last form uses \(kp=2\pi\). Even orders other than zero vanish, because \(\sin(n\pi/2)=0\) for even \(n\). The odd ones alternate in sign: \(c_1=1/\pi\), \(c_3=-1/(3\pi)\), and so on.

Order \(n\) reaches the wafer at an angle given by \(\sin\theta_n=n\lambda/p\), where \(\lambda\) is the wavelength and the medium above the wafer is air. It passes if \(|n|\lambda/p\le \mathrm{NA}\), with NA the numerical aperture.

## One pair

If order zero passes alone, \(E=1/2\) everywhere. The image is a uniform grey of intensity \(1/4\), and NILS is 0.

Now admit orders \(+1\) and \(-1\). Since \(c_{-1}=c_1\), the two exponentials combine into a cosine:

\[
E(x)=\frac12+\frac1\pi\left(e^{ikx}+e^{-ikx}\right)=\frac12+\frac2\pi\cos kx .
\]

At the edge \(kx_e=\pi/2\). The cosine is zero there, so \(E=1/2\) and \(I=1/4\), as before. The slope of the field is

\[
E'(x_e)=-\frac{2k}{\pi}\sin\frac{\pi}{2}=-\frac{2}{\pi}\,\frac{2\pi}{p}=-\frac4p .
\]

The field is real and \(I=E^2\), hence \(d\ln I/dx=2E'/E\). Therefore

\[
\frac{d\ln I}{dx}\bigg|_{x_e}=\frac{2(-4/p)}{1/2}=-\frac{16}{p},\qquad
\mathrm{NILS}=\frac p2\,\frac{16}{p}=8 .
\]

The minus sign says that the image darkens from space to line. The pitch has cancelled: a coarse and a fine grating have the same NILS if each is imaged with one pair.

## Any number of pairs

Let \(N\) pairs pass, namely \(\pm1,\pm3,\dots,\pm(2N-1)\). Because \(c_{-n}=c_n\), every pair gives a cosine:

\[
E(x)=\frac12+\sum_{n\ \mathrm{odd}}^{2N-1}\frac{2\sin(n\pi/2)}{n\pi}\cos nkx .
\]

At the edge \(\cos(n\pi/2)=0\) for every odd \(n\). No pair changes the edge field, and \(I(x_e)=1/4\) for every \(N\). Differentiation brings down a factor \(nk\):

\[
E'(x_e)=-\sum_{n\ \mathrm{odd}}^{2N-1}\frac{2\sin(n\pi/2)}{n\pi}\,\frac{2\pi n}{p}\,\sin\frac{n\pi}{2}
=-\frac4p\sum_{n\ \mathrm{odd}}^{2N-1}\sin^2\frac{n\pi}{2}=-\frac{4N}{p}.
\]

The third order is three times weaker than the first but oscillates three times faster, so \(n\) cancels. Its negative amplitude meets a negative sine at the edge, so its slope has the same sign as that of the first. It follows that

\[
\boxed{\mathrm{NILS}=\frac p2\,\frac{2(4N/p)}{1/2}=8N}
\]

As a test, the order amplitudes were found by numerical integration over the mask, and the slope of \(\ln I\) by finite differences. One to five pairs gave 8.000, 16.000, 24.000, 32.000 and 40.000.

The number of pairs follows from the largest odd order that passes. The condition \((2N-1)\lambda/p\le\mathrm{NA}\) gives

\[
N=\left\lfloor\frac12\left(\frac{\mathrm{NA}\,p}{\lambda}+1\right)\right\rfloor ,
\]

where the brackets mean rounding down. In air NA cannot exceed 1, so \(N\) is limited for a given pitch, however good the lens.

## Opening the lens at fixed pitch

Take \(\lambda=193\) nm and \(p=800\) nm, so \(w=400\) nm. The first order has \(\sin\theta_1=193/800=0.241\) and the third has \(\sin\theta_3=0.724\). An aperture of 0.60 passes one pair; 0.85 passes two. The fifth order would need a sine of \(5\times0.241\), which exceeds 1, so two pairs are the most that can reach the wafer through air at this pitch.

With one pair the field slope is \(-4/800=-0.005\) per nm. The size of the log-slope is \(2\times0.005/0.5=0.020\) per nm, and \(400\times0.020=8\). With two pairs the field slope is \(-0.010\) per nm, the log-slope is 0.040 per nm, and NILS is 16.

Away from the edge the image changes differently. At the centre of the space the third orders subtract, and the intensity falls from 1.292 to 0.855. At the centre of the line it falls from 0.0187 to 0.0057.

For the meaning in terms of dose, assume a resist that prints its edge where dose times intensity reaches a fixed threshold. A change of line width by \(\pm10\%\) moves each edge by \(\delta=0.05w\). The doses at the two limits have the ratio \(I(x_e-\delta)/I(x_e+\delta)\), and to leading order in \(\delta\)

\[
\ln\frac{I(x_e-\delta)}{I(x_e+\delta)}\approx\frac{2\delta}{w}\,\mathrm{NILS}=0.1\,\mathrm{NILS}.
\]

This estimate gives 0.800 for one pair and 1.600 for two. The full images give 0.808 and 1.656, or dose ratios of 2.24 and 5.24. In this model the second pair therefore widens the dose range considerably.

## Wide pitch: the isolated edge

Now hold the aperture at 0.85 and vary the pitch. The log-slope per nanometre is \(16N/p\). It falls as \(1/p\) while \(N\) is fixed and jumps when a new pair enters, at \(p=(2N-1)\lambda/\mathrm{NA}\): 227.1, 681.2 and 1135.3 nm for the first three pairs.

| Pitch (nm) | Pairs | Log-slope (1/nm) |
|---|---|---|
| 300 | 1 | 0.0533 |
| 600 | 1 | 0.0267 |
| 800 | 2 | 0.0400 |
| 1200 | 3 | 0.0400 |

The last two rows agree because \(2/800=3/1200\). A larger NILS therefore need not mean a steeper edge per nanometre: between these two rows NILS rises from 16 to 24, and the whole gain comes from the wider line used for normalization.

For very wide pitch the result should become that of a single edge. Let \(u=x-p/4\) be the distance from the edge. For odd \(n\), \(\cos(n\pi/2+nku)=-\sin(n\pi/2)\sin nku\), so

\[
E=\frac12-\sum_{n\ \mathrm{odd}}\frac{2}{n\pi}\sin nku .
\]

Set \(q=nk\). Neighbouring odd orders are separated by \(\Delta q=2k\), so \(2/(n\pi)=\Delta q/(\pi q)\). As \(p\to\infty\) the sum becomes an integral up to the pupil limit \(q_m=2\pi\,\mathrm{NA}/\lambda\):

\[
E(u)=\frac12-\frac1\pi\int_0^{q_m}\frac{\sin qu}{q}\,dq,\qquad
E'(0)=-\frac{q_m}{\pi}=-\frac{2\,\mathrm{NA}}{\lambda}.
\]

With \(E(0)=1/2\), the log-slope has size \(2(2\,\mathrm{NA}/\lambda)/(1/2)=8\,\mathrm{NA}/\lambda\), which is 0.0352 per nm here. The grating formula agrees. Rounding down means that \(N\) differs from \(\mathrm{NA}\,p/(2\lambda)\) by at most \(1/2\), so \(16N/p\) differs from \(8\,\mathrm{NA}/\lambda\) by at most \(8/p\), which vanishes for wide pitch.

## Unequal widths

Let the clear space occupy a fraction \(\eta\) of the pitch. The same integral gives \(c_n=\sin(n\pi\eta)/(n\pi)\) and \(c_0=\eta\). At the new edge, \(x=\eta p/2\), we have \(nkx=n\pi\eta\). Using \(2\sin a\cos a=\sin2a\),

\[
E=\eta+\sum_{n\ge1}\frac{\sin 2\pi n\eta}{n\pi},\qquad
E'=-\frac4p\sum_{n\ge1}\sin^2(n\pi\eta),
\]

with the sums over all captured orders. For \(\eta=1/2\) the even orders drop out and the earlier result returns. For any other clear fraction the edge field generally depends on which orders pass.

With \(\eta=0.4\), and with the space width as normalizing length, capture up to orders 1, 2 and 3 gives 4.93, 9.18 and 9.51. The second order now adds to the slope, and since \(\sin(4\pi\times0.4)\) is negative it also lowers the edge field; both raise the log-slope. The third order adds slope too, but \(\sin(6\pi\times0.4)\) is positive, so it raises the edge field and most of the gain is lost. The constant step of 8 per pair, derived for equal widths, does not carry over to this grating.

## Light through the lines

Let the lines transmit a complex amplitude \(t\). The mask is then a uniform background \(t\) plus \((1-t)\) times the original grating. At the edge

\[
E=t+\frac{1-t}{2}=\frac{1+t}{2},\qquad E'=-(1-t)\frac{4N}{p}.
\]

For a complex field \(d\ln I/dx=2\,\mathrm{Re}(E'/E)\), so when the edge is bright on the space side

\[
\mathrm{NILS}=8N\,\mathrm{Re}\,\frac{1-t}{1+t}.
\]

For \(t=1\) there is no pattern and NILS is zero. As \(t\to-1\) through real values it grows without limit, because the edge itself becomes dark. Even an intensity leakage of 0.1% matters, since the amplitude is \(\sqrt{0.001}\), about 3%. With \(N=2\), NILS is 15.02 if the leaked light is in phase with the clear light and 17.04 if it is opposite.

## Defocus

A displacement \(z\) from focus gives order \(n\) the phase \(\phi_n=2\pi z(\cos\theta_n-1)/\lambda\) relative to order zero. Both members of a pair receive the same phase, so each cosine in \(E\) is multiplied by \(e^{i\phi_n}\). The cosines still vanish at the edge, where \(E=1/2\). From \(I'=2\,\mathrm{Re}(E^*E')\),

\[
I'(x_e)=\mathrm{Re}\,E'(x_e)=-\frac4p\sum_{n\ \mathrm{odd}}^{2N-1}\cos\phi_n,\qquad
\mathrm{NILS}=8\sum_{n\ \mathrm{odd}}^{2N-1}\cos\phi_n ,
\]

as long as the sum is positive. At \(z=0\) this is \(8N\). For the 800 nm grating at NA 0.85, \(z=100\) nm gives 12.22. Most of the loss comes from the third orders: their steeper angle makes \(1-\cos\theta_n\), and hence the size of their phase, much larger.

## A source of finite size

A real source sends in a range of directions, and the intensities from its points add. Tilting the illumination shifts all orders together across the pupil. In focus this multiplies the image field by a common phase factor, which leaves \(|E|^2\) unchanged as long as the same orders pass.

Let the source be a disk of radius \(\sigma\,\mathrm{NA}\) in the pupil. The third orders remain inside if \(3\lambda/p+\sigma\,\mathrm{NA}\le\mathrm{NA}\), which gives

\[
\sigma\le1-\frac{3\lambda}{p\,\mathrm{NA}}=1-\frac{579}{680}\approx0.149 .
\]

The fifth orders stay outside throughout this range. Up to this limit NILS remains 16. At \(\sigma=0.3\) some source points lose a third order, and NILS falls to 13.95.

## Oblique beams and polarization

At large angles the orders do not arrive with equal weights. Energy conservation between mask and wafer multiplies each amplitude by \(R_n=\sqrt{\cos\theta'_n/\cos\theta_n}\), where \(\theta'_n\) is the angle on the mask side. For a lens with fourfold reduction, \(\sin\theta'_n=\sin\theta_n/4\). If the electric field points along the lines, the fields still add as scalars. Each pair's slope is multiplied by its weight while the edge field stays \(1/2\), so NILS is \(8\sum R_n\) over the captured odd \(n>0\). This gives 17.66 in air.

Entering resist of index 1.7 adds a Fresnel transmission factor that weakens the steeper orders, and NILS becomes 16.00. The two corrections nearly cancel at this index: for pitches from 690 to 1130 nm, where two pairs pass, NILS stays between about 15.8 and 16.05. The balance depends on the index; at 800 nm pitch an index of 1.4 gives 16.42 and an index of 2.5 gives 15.45.

If the field points across the lines, each oblique order also has a component normal to the wafer, equal to \(c_n\sin\theta_n\) times factors that are even in \(n\). The product is odd in \(n\), so a pair gives a term in \(\sin nkx\). At the edge that term is at an extremum: it adds intensity but no slope. The in-plane part is also reduced by the cosine of the angle in resist. With the Fresnel factors for this polarization NILS is 13.78, and for unpolarized light 14.82. These values take \(c_n\) as the full amplitude of each order leaving the mask. If \(c_n\) is taken instead as the in-plane component, they become 13.87 and 14.86; the thin-mask model does not decide between the two choices.

## Beside a real exposure tool

The wavelength, aperture and fourfold reduction are roughly those of a dry argon fluoride scanner. The 800 nm pitch is far coarser than the demanding patterns of such a tool, and was chosen to let two pairs through. Nearly coherent on-axis light is also a special setting; sources are commonly larger. Among the corrections sized here for the equal-width grating, each taken alone and at the size chosen, 100 nm of defocus moves the result most, about 24% below the ideal 16. A source with \(\sigma=0.3\) lowers it by about 13%. With rough assumed values, a Gaussian resist blur of 15 nm standard deviation gives 14.26. Stray light of intensity 0.010 gives \(16\times0.25/0.26=15.38\). To gauge mask thickness, a 20 nm strip on the mask inside each clear edge was given a quarter-wave phase shift, which yields 17.12. The rise comes from the narrower clear opening, which darkens the nominal edge, and not from the phase: an opaque strip in the same place gives 17.23. The same phase strip centred on the edge gives 16.51, and placed outside it 15.91. The estimate therefore indicates a change of a few per cent but not its sign, and it is not a solution for the fields in a real absorber. Lens aberrations, resist absorption and substrate reflection are left out.

## Values computed for the example and the checks

```
wavelength = 193 nm, pitch = 800 nm
line width = 400 nm, edge at x = 200 nm
order 0: amplitude = 0.5000, sine of angle = 0.0000
order 1: amplitude = 0.3183, sine of angle = 0.2412
order 2: amplitude = 0.0000, sine of angle = 0.4825
order 3: amplitude = -0.1061, sine of angle = 0.7238
NILS for 1 to 5 pairs: 8.000, 16.000, 24.000, 32.000, 40.000
NA 0.60: pairs = 1, NILS = 8.000
  edge intensity = 0.2500, field slope = -0.00500 /nm
  log-slope = 0.02000 /nm
  intensity: space centre 1.292, line centre 0.0187
  log dose ratio for +-10% width: 0.808, estimate 0.800
  dose ratio for +-10% width = 2.24
NA 0.85: pairs = 2, NILS = 16.000
  edge intensity = 0.2500, field slope = -0.01000 /nm
  log-slope = 0.04000 /nm
  intensity: space centre 0.855, line centre 0.0057
  log dose ratio for +-10% width: 1.656, estimate 1.600
  dose ratio for +-10% width = 5.24
pitch 300 nm: pairs = 1, log-slope = 0.05333 /nm
pitch 600 nm: pairs = 1, log-slope = 0.02667 /nm
pitch 800 nm: pairs = 2, log-slope = 0.04000 /nm
pitch 1200 nm: pairs = 3, log-slope = 0.04000 /nm
order 1 enters above pitch 227.1 nm
order 3 enters above pitch 681.2 nm
order 5 enters above pitch 1135.3 nm
isolated edge: log-slope = 0.03523 /nm
40% space, orders to 1, 2, 3: NILS = 4.93, 9.18, 9.51
source radius leaving image unchanged: sigma = 0.149
source sigma 0.3: NILS = 13.95
defocus 100 nm: NILS = 12.22
radiometric weights in air, field along lines: NILS = 17.66
in resist (index 1.7), field along lines: NILS = 16.00
in resist, field across lines: NILS = 13.78
in resist, unpolarized: NILS = 14.82
resist blur 15 nm (standard deviation): NILS = 14.26
flare intensity 0.010: NILS = 15.38
absorber leak 0.1%: NILS = 15.02 to 17.04
mask edge strip 20 nm on mask: NILS = 17.12
```
